# Summing Coulomb-like partial-wave series by Yennie–Ravenhall–Wilson reduction, part 1

(Sections cited here and not found follow in the second part.)

An electron of energy 72 hartree scattered through $60^\circ$ by a bare silicon nucleus has, in the normalization defined below, the amplitude $F = 4.0871 + 2.2525\,i$. Summing its partial-wave series up to $l = 40$ gives $11.92 + 9.49\,i$, an absolute error of 10.7, and the envelope of the error, which oscillates with the cutoff, grows if more terms are kept. Four passes of a three-term difference formula over the coefficients, which need only the four further coefficients $l = 41,\dots,44$, lower the absolute error to $5.7\times10^{-8}$. The same four passes at $2^\circ$ raise the error relative to $|F|$ from 0.81 to 149. The governing formula is this: at fixed angle and leading order in $1/N$, with $N = L+1$ and $L$ the last retained partial wave, pass number $m+1$ multiplies the truncation error by $(m^2+\eta^2)/(N\sin\tfrac\theta2)^2$, where $\eta$ is the Sommerfeld parameter. It reproduces the gain at $60^\circ$ to a few per cent per pass. At $2^\circ$, where $N\sin\theta\approx1.4$ lies outside its regime, it only signals the failure and overestimates each factor.

## The series and its coefficients

Hartree atomic units are used. The electron moves in $V = -Z/r + \beta/(2r^2)$ with a fixed centre and obeys the Schrödinger equation; $\beta = 0$ is the pure Coulomb case. Let $k = \sqrt{2E}$, $\eta = -Z/k$, $z = i\eta$, $\rho = kr$, $x = \cos\theta$ and $\lambda = l+\tfrac12$. Dividing the radial equation by $k^2/2$ gives

$$u'' + \Big[1 - \frac{2\eta}{\rho} - \frac{\ell(\ell+1)}{\rho^2}\Big]u = 0, \qquad \ell(\ell+1) = l(l+1)+\beta .$$

Adding $\tfrac14$ to the last relation gives $\lambda' \equiv \ell+\tfrac12 = \sqrt{\lambda^2+\beta}$, with $\beta \ge 0$ assumed. With $\varphi = \rho - \eta\ln 2\rho$, the coefficient $S_l = e^{2i\delta_l}$ is defined by $u \sim \sin(\varphi - l\pi/2 + \delta_l)$, so that the ratio of the $e^{i\varphi}$ part to the $e^{-i\varphi}$ part is $-e^{-i\pi l}S_l$.

Substituting $u = \rho^{\ell+1}e^{i\rho}v$ turns the equation into $\rho v'' + (2\ell+2+2i\rho)v' + 2i(\ell+1+z)v = 0$. The function

$$v = \int_0^1 e^{-2i\rho t}\,t^{\ell+z}(1-t)^{\ell-z}\,dt$$

is the solution regular at $\rho = 0$. The differential operator multiplies the integrand by $4\rho t(1-t) - 2i(2\ell+2)t + 2i(\ell+1+z)$, and the product equals $2i\,\frac{d}{dt}\big[e^{-2i\rho t}t^{\ell+1+z}(1-t)^{\ell+1-z}\big]$, whose bracket vanishes at both ends. At large $\rho$ the integral comes from its endpoints. The end $t = 0$ gives $\Gamma(\ell+1+z)(2i\rho)^{-\ell-1-z}$, and the end $t = 1$ gives $e^{-2i\rho}\Gamma(\ell+1-z)(-2i\rho)^{-\ell-1+z}$. With $\pm i = e^{\pm i\pi/2}$ both terms carry the common factor $e^{\pi\eta/2}$, and

$$u \propto \Gamma(\ell+1+z)\,e^{-i\pi(\ell+1)/2}e^{i\varphi} + \Gamma(\ell+1-z)\,e^{i\pi(\ell+1)/2}e^{-i\varphi}.$$

The ratio of outgoing to incoming parts is $-e^{-i\pi\ell}G_\ell(z)$, and therefore

$$S_l = e^{i\pi(l-\ell)}\,G_\ell(z), \qquad G_l(w) \equiv \frac{\Gamma(l+1+w)}{\Gamma(l+1-w)}. \tag{1}$$

The scattering state is fixed by giving each incoming part the weight it has in a plane wave, $-(-1)^l(2l+1)P_l\,e^{-i\varphi}/(2ikr)$. The outgoing parts are then $S_l(2l+1)P_l\,e^{i\varphi}/(2ikr)$, and the amplitude, the coefficient of $e^{i\varphi}/r$ for $\theta\neq0$, is

$$f = \frac{F}{2ik}, \qquad F(x) = \sum_{l=0}^\infty (2l+1)\,b_l\,P_l(x), \qquad b_l = S_l. \tag{2}$$

The large-$l$ behaviour follows from Stirling's series $\ln\Gamma(y) = (y-\tfrac12)\ln y - y + \tfrac12\ln2\pi + \tfrac1{12y} + O(y^{-3})$. Setting $y = \lambda+a$ and expanding $\ln(\lambda+a)$ in $a/\lambda$ gives

$$\ln\Gamma(\lambda+a) = (\lambda+a-\tfrac12)\ln\lambda - \lambda + \tfrac12\ln2\pi + \frac{a^2-a+\frac16}{2\lambda} - \frac{a^3-\frac32a^2+\frac12a}{6\lambda^2} + \dots$$

For $a = \tfrac12\pm w$ one has $a^2-a = w^2-\tfrac14$ for both signs and $a^3-\tfrac32a^2+\tfrac12a = \pm(w^3-\tfrac w4)$. The $1/\lambda$ terms cancel in the difference, and

$$G_l(w) = \lambda^{2w}\Big[1 - \frac{w^3 - w/4}{3\lambda^2} + O(\lambda^{-3})\Big]. \tag{3}$$

Thus $S_l \sim \lambda^{2i\eta}$ has modulus one for ever, and the terms of (2) grow.

Three properties of $P_l$ are needed, all from the generating function $g = (1-2xt+t^2)^{-1/2} = \sum t^lP_l$. The relation $(1-2xt+t^2)\,\partial_tg = (x-t)g$ gives, at order $t^l$,

$$(2l+1)\,xP_l = (l+1)P_{l+1} + lP_{l-1}. \tag{4}$$

Laplace's integral $P_l = \frac1\pi\int_0^\pi(\cos\theta + i\sin\theta\cos\phi)^l\,d\phi$ holds because its generating function is $\frac1\pi\int_0^\pi d\phi/(A - iB\cos\phi) = (A^2+B^2)^{-1/2}$ with $A = 1-tx$, $B = t\sin\theta$, and $A^2+B^2 = 1-2xt+t^2$. The base has modulus at most one, so $|P_l|\le1$. Its modulus is largest at $\phi = 0$ and $\pi$. Near $\phi = 0$ the base is $e^{i\theta}\big(1 - \tfrac12\sin\theta\,e^{i(\pi/2-\theta)}\phi^2\big)$, and the Gaussian half-integral is $\tfrac12\sqrt{2\pi/(l\sin\theta)}\,e^{-i(\pi/2-\theta)/2}$. The end $\phi = \pi$ gives the complex conjugate, so

$$P_l(\cos\theta) = \sqrt{\frac{2}{\pi\lambda\sin\theta}}\,\Big[\cos\big(\lambda\theta-\tfrac\pi4\big) + O(\lambda^{-1})\Big] \tag{5}$$

at fixed $0<\theta<\pi$. The Gaussian is narrow only if $\lambda\sin\theta\gg1$, which is the regime of (5). The terms of (2) are thus of size $\lambda^{1/2}$.

## The reduction operator and a finite identity

Define

$$(Db)_l = b_l - \frac{(l+1)\,b_{l+1} + l\,b_{l-1}}{2l+1}, \tag{6}$$

where the $b_{-1}$ term is absent because of its factor $l = 0$. In terms of $a_l = (2l+1)b_l$ the same operation reads $a_l \to a_l - \frac{l+1}{2l+3}a_{l+1} - \frac{l}{2l-1}a_{l-1}$. Write $b^{(m)} = D^mb$.

Multiply a finite sum by $x$ and use (4):

$$x\sum_{l=0}^L(2l+1)b_lP_l = \sum_{l=0}^L(l+1)b_lP_{l+1} + \sum_{l=1}^{L}l\,b_lP_{l-1} = \sum_{l=1}^{L+1}l\,b_{l-1}P_l + \sum_{l=0}^{L-1}(l+1)b_{l+1}P_l .$$

The first sum on the right has the extra term $N b_LP_{L+1}$ beyond $l = L$, and the second lacks the term $Nb_{L+1}P_L$ at $l = L$. Subtracting from the unmultiplied sum gives the exact identity

$$(1-x)\sum_{l=0}^L(2l+1)b_lP_l = \sum_{l=0}^L(2l+1)(Db)_lP_l + B_L, \qquad B_L = N\,[\,b_{L+1}P_L - b_LP_{L+1}\,]. \tag{7}$$

The quantity the algorithm computes is

$$F_L^{(m)}(x) = \frac{1}{(1-x)^m}\sum_{l=0}^L(2l+1)\,b^{(m)}_lP_l(x).$$

Applying (7) to $b^{(m)}$ and dividing by $(1-x)^{m+1}$ gives

$$F_L^{(m+1)} = F_L^{(m)} - \frac{B_L^{(m)}}{(1-x)^{m+1}}, \qquad B_L^{(m)} = N\big[b^{(m)}_{L+1}P_L - b^{(m)}_LP_{L+1}\big]. \tag{8}$$

Each pass removes one boundary term and does nothing else.

## What the divergent series means

For a smooth test function $\chi(x)$ on $[-1,1]$ let $\chi_l = \int\chi P_l\,dx$. The operator $\Lambda = -\frac{d}{dx}(1-x^2)\frac{d}{dx}$ has $\Lambda P_l = l(l+1)P_l$, and two integrations by parts leave no boundary term because $1-x^2$ vanishes at the ends. Hence $[l(l+1)]^n\chi_l = (\Lambda^n\chi)_l$ is bounded for every $n$, and $\langle F,\chi\rangle = \sum(2l+1)b_l\chi_l$ converges absolutely for any $b_l$ of power growth. This defines $F$ as a distribution.

By (4), the function $(1-x)\chi$ has projections $(D\chi)_l$. The index shifts $\sum b_l(l+1)\chi_{l+1} = \sum l\,b_{l-1}\chi_l$ and $\sum b_l\,l\,\chi_{l-1} = \sum(l+1)b_{l+1}\chi_l$ show that $\sum(2l+1)b_l(D\chi)_l = \sum(2l+1)(Db)_l\chi_l$. So $(1-x)F$, defined by $\langle F,(1-x)\chi\rangle$, has coefficients $Db$, and $(1-x)^mF$ has coefficients $b^{(m)}$. If $\sum(2l+1)|b^{(m)}_l|$ converges, then because $|P_l|\le1$ the reduced series converges uniformly to a continuous function $g_m$. For $\chi$ vanishing near $x = 1$ the function $\chi/(1-x)^m$ is smooth, so $\langle F,\chi\rangle = \int g_m\chi/(1-x)^m\,dx$. On $x<1$ the distribution is the ordinary function $F = g_m/(1-x)^m$, and that is the number sought.

A constant sequence has $D1 = 1 - (2l+1)/(2l+1) = 0$, so it contributes nothing for $x<1$. The forms $S_l$ and $S_l-1$ of the series therefore give the same $F_L^{(m)}$ for every $m\ge1$.

## Gain in decay per pass

Put (6) over the denominator $2l+1 = 2\lambda$, with $l+1 = \lambda+\tfrac12$ and $l = \lambda-\tfrac12$:

$$(Db)_l = -\frac{(\lambda+\frac12)(b_{l+1}-b_l) - (\lambda-\frac12)(b_l-b_{l-1})}{2\lambda} = -\frac12\Big[\,b_{l+1}-2b_l+b_{l-1} + \frac{b_{l+1}-b_{l-1}}{2\lambda}\Big]. \tag{9}$$

The bracket is a difference form of $b''+b'/\lambda$, the radial Laplacian in a plane. This is the small-angle picture made exact: $\lambda/k$ is an impact parameter, the series is a plane Fourier transform, and multiplication by $1-x \approx \theta^2/2$ is $-\tfrac12\nabla^2$.

For $b = \lambda^s$ with complex $s$ and $\lambda>1$ the binomial series of $(\lambda\pm1)^s$ converges. The even terms give $b_{l+1}-2b_l+b_{l-1} = 2\sum_{n\ge1}\binom{s}{2n}\lambda^{s-2n}$, and the odd terms give $(b_{l+1}-b_{l-1})/(2\lambda) = \sum_{n\ge1}\binom{s}{2n-1}\lambda^{s-2n}$. With $\binom{s}{2n} = \binom{s}{2n-1}\frac{s-2n+1}{2n}$ and $\frac{s-2n+1}{2n}+\frac12 = \frac{s-n+1}{2n}$,

$$D\lambda^s = -\sum_{n\ge1}\binom{s}{2n-1}\frac{s-n+1}{2n}\,\lambda^{s-2n} = -\frac{s^2}{2}\lambda^{s-2} - \frac{s(s-1)^2(s-2)}{24}\lambda^{s-4} - \dots \tag{10}$$

The class of coefficients covered is the following. For large $l$, $b_l = b(\lambda)$ with $b$ smooth, and for each $J$

$$b(\lambda) = \sum_{j<J}c_j\lambda^{s-j} + R_J(\lambda), \qquad c_0 = 1, \qquad |R_J^{(n)}(\lambda)| \le K_{J,n}\,\lambda^{\sigma-J-n}, \qquad \sigma = \operatorname{Re}s .$$

The condition on derivatives is essential, because $D$ takes differences. Taylor's formula with integral remainder turns (9) into

$$DR(\lambda) = -\frac12\int_{-1}^1\Big[(1-|u|)R''(\lambda+u) + \frac{R'(\lambda+u)}{2\lambda}\Big]du .$$

A function whose $n$-th derivative is $O(\lambda^{p-n})$ is therefore mapped to one whose $n$-th derivative is $O(\lambda^{p-2-n})$, by differentiating under the integral. Applying (10) to the power terms and this bound to the remainder, $m$ times over, gives

$$b^{(m)}_l = \lambda^{s-2m}\Big[C_m(s) + \frac{c_1C_m(s-1)}{\lambda} + O(\lambda^{-2})\Big], \qquad C_m(s) = \prod_{j=0}^{m-1}\Big[-\frac{(s-2j)^2}{2}\Big]. \tag{11}$$

Each pass gains two powers of $\lambda$ and costs a factor $-(s-2m)^2/2$, whose modulus grows with $m$ from the first pass on if $\operatorname{Re}s<1$, as in the Coulomb case. The gain is exactly two powers unless $C_m(s) = 0$, which happens only for $s = 0, 2, \dots, 2m-2$. For $\sigma = 0$ the sum $\sum(2l+1)|b^{(m)}_l|$ converges from $m = 2$ on, which gives convergence uniform in angle. At fixed $0<\theta<\pi$ the factor $\lambda^{-1/2}$ in (5) makes the reduced series converge absolutely already at $m = 1$.

The same bound justifies smooth windows. Let $W(u)$ be smooth with $W(0) = 1$, with $u^nW^{(n)}(u)$ bounded and $W$ decaying rapidly. Then $W(l/L_0)b_l$ obeys the derivative bounds uniformly in $L_0$. Letting $L\to\infty$ in (8) shows that the windowed sum equals $\sum(2l+1)[D^2(Wb)]_lP_l/(1-x)^2$. Each coefficient tends to $b^{(2)}_l$ as $L_0\to\infty$ under a summable bound proportional to $\lambda^{-4}$, so the windowed sum tends to $F$. A windowed sum never applies $D$ numerically, and it serves as an independent reference.

### The Coulomb case in closed form

The family $G_l(w)$ is closed under $D$. From $\Gamma(y+1) = y\Gamma(y)$, $G_{l+1}/G_l = (l+1+w)/(l+1-w)$ and $G_{l-1}/G_l = (l-w)/(l+w)$. Hence $(l+1)(G_{l+1}-G_l) = 2w(l+1)G_l/(l+1-w)$ and $l(G_l-G_{l-1}) = 2wl\,G_l/(l+w)$. The numerator of their difference is $(l+1)(l+w) - l(l+1-w) = (2l+1)w$, so for non-integer $w$ and all $l\ge0$

$$DG_l(w) = -\frac{2w^2\,G_l(w)}{(l+w)(l+1-w)} = -2w^2\,\frac{\Gamma(l+w)}{\Gamma(l+2-w)} = -2w^2\,G_l(w-1).$$

Iterating from $w = z$,

$$b^{(m)}_l = (-2)^m\,[\,z(z-1)\cdots(z-m+1)\,]^2\,G_l(z-m). \tag{12}$$

By (3) this behaves as $\lambda^{2z-2m}$, and the prefactor is $C_m(2z)$ because $-(2z-2j)^2/2 = -2(z-j)^2$. Its modulus is $|C_m| = \prod_{j<m}2(j^2+\eta^2)$.

The reduced series can be summed. Rodrigues' formula $P_l = (2^ll!)^{-1}\frac{d^l}{dx^l}(x^2-1)^l$ is integrated by parts $l$ times against $(1-x)^\alpha$ with $\operatorname{Re}\alpha>-1$. Each boundary term behaves as $(1-x)^{\alpha+1}$ at $x = 1$ and has a zero at $x = -1$. With $\frac{d^l}{dx^l}(1-x)^\alpha = (-\alpha)_l(1-x)^{\alpha-l}$, where $(a)_l = \Gamma(a+l)/\Gamma(a)$, and Euler's beta integral,

$$\int_{-1}^1(1-x)^\alpha P_l\,dx = \frac{(-\alpha)_l}{2^ll!}\int_{-1}^1(1-x)^\alpha(1+x)^l\,dx = \frac{2^{\alpha+1}(-\alpha)_l}{(\alpha+1)_{l+1}} .$$

For $\alpha = -1-w$ the right side is $2^{-w}\,G_l(w)\,\Gamma(-w)/\Gamma(1+w)$. So $h_w = \frac{\Gamma(1+w)}{\Gamma(-w)}\big(\frac{1-x}{2}\big)^{-1-w}$ has $\tfrac12\int h_wP_l\,dx = G_l(w)$. For $w = z-m$ with $m\ge2$, both $h_w$ and the uniformly convergent sum $\sum(2l+1)G_l(w)P_l$ are continuous with the same Legendre projections. Their difference is orthogonal to all polynomials and vanishes by the Weierstrass theorem. With $p = z(z-1)\cdots(z-m+1)$ one has $\Gamma(1+z-m) = \Gamma(1+z)/p$ and $\Gamma(m-z) = (-1)^mp\,\Gamma(-z)$. The factor $p^2$ and the sign $(-1)^m$ in (12) cancel, and $2^m\big(\frac{1-x}2\big)^m = (1-x)^m$ divides out:

$$F = \frac{\Gamma(1+z)}{\Gamma(-z)}\,\big(\sin^2\tfrac\theta2\big)^{-1-z} = -\frac{i\eta}{\sin^2\frac\theta2}\,\exp\big[2i\sigma_0 - i\eta\ln\sin^2\tfrac\theta2\big]. \tag{13}$$

The second form uses $\Gamma(-z) = \Gamma(1-z)/(-z)$ and $\sigma_0 = \arg\Gamma(1+i\eta)$. The result does not depend on $m$, as it must not, and $|f|^2 = \eta^2/(4k^2\sin^4\frac\theta2) = (Z/4E)^2/\sin^4\frac\theta2$ is Rutherford's cross section.

### A Coulomb-like case

For $\beta>0$, $\lambda' = \lambda+\beta/(2\lambda)+O(\lambda^{-3})$. In (1) the first factor is $1 - i\pi\beta/(2\lambda) + O(\lambda^{-2})$, and by (3) the second is $\lambda'^{2z}[1+O(\lambda^{-2})] = \lambda^{2z}[1+O(\lambda^{-2})]$. So $s = 2i\eta$ as before, with $c_1 = -i\pi\beta/2$. The exponents and $C_m$ are unchanged, and (11) acquires the relative correction $\kappa_m/\lambda$ with $\kappa_m = c_1\prod_{j<m}[(s-1-2j)/(s-2j)]^2$.

## Truncation error and the factor per pass

Iterating (8) from $m$ to $m+2$ gives

$$F - F_L^{(m)} = -\frac{B_L^{(m)}}{(1-x)^{m+1}} - \frac{B_L^{(m+1)}}{(1-x)^{m+2}} + \big(F - F_L^{(m+2)}\big).$$

Take $\sigma = 0$ and fixed $0<\theta<\pi$. The last term is bounded by $\sum_{l>L}(2l+1)|b_l^{(m+2)}|/(1-x)^{m+2} = O(N^{-2m-2})$. The middle term is $O(N\cdot N^{-2m-2}\cdot N^{-1/2})$ by (11) and (5). The first term is of order $N^{1/2-2m}$ and dominates, also for $m = 0$, where it describes the growth of the partial sums.

To evaluate it, let $\bar b$ and $\Delta$ be the mean and the difference $b^{(m)}_{L+1}-b^{(m)}_L$ of the two coefficients, whose values of $\lambda$ are $N\pm\tfrac12$. Then $B_L^{(m)} = N[\bar b\,(P_L-P_{L+1}) + \tfrac12\Delta\,(P_L+P_{L+1})]$. With $\psi = N\theta-\pi/4$, the cosines in (5) have arguments $\psi\mp\theta/2$; their difference is $2\sin\psi\sin\frac\theta2$ and their mean is $\cos\psi\cos\frac\theta2$. By (11), $\bar b \approx C_mN^{s-2m}$ and $\Delta \approx (s-2m)\bar b/N$. Therefore

$$B_L^{(m)} \approx C_mN^{s-2m+1}\sqrt{\frac{2}{\pi N\sin\theta}}\;2\sin\tfrac\theta2\,\Big[\sin\psi + \frac{(s-2m)\cot\frac\theta2}{2N}\cos\psi + \dots\Big], \tag{14}$$

where the dots include $O(1/N)$ corrections to (5) that do not depend on $m$, and $\kappa_m/N$ when $c_1\ne0$. With $1-x = 2\sin^2\frac\theta2$, the absolute error is $|F-F_L^{(m)}| \approx \mathcal E_m|\sin\psi|$ at leading order, with the envelope

$$\mathcal E_m = |C_m|\,N^{1-2m}\sqrt{\frac{2}{\pi N\sin\theta}}\;\frac{2\sin\frac\theta2}{(2\sin^2\frac\theta2)^{m+1}} \;\propto\; N^{1/2-2m}. \tag{15}$$

At $\theta = \pi$, $P_l = (-1)^l$ and $B_L^{(m)} = 2N(-1)^L\bar b$ exactly. The middle term above is then $O(N^{-2m-1})$, and the error is $|C_m|N^{1-2m}/2^m$ at leading order. Backward scattering loses half a power, so that $m = 1$ converges there only as $1/N$. Formula (15) fails within $N(\pi-\theta)\lesssim1$ of the back angle, where (5) fails.

In both cases the ratio of successive errors is $|C_{m+1}/C_m|/[N^2(1-x)]$, that is

$$\gamma_m = \frac{\mathcal E_{m+1}}{\mathcal E_m} = \frac{m^2+\eta^2}{\big(N\sin\frac\theta2\big)^2}. \tag{16}$$

At leading order a pass pays when $N\sin\frac\theta2>\sqrt{m^2+\eta^2}$. For $m = 0$ the condition has a classical reading. Stirling's formula gives $d\delta_l/d\lambda \approx \arctan(\eta/\lambda)$ for the Coulomb phase, and the phase $2\delta_l\pm\lambda\theta$ of a term of (2) is stationary at $2\arctan(|\eta|/\lambda) = \theta$, that is at $\lambda_{\rm cl} = |\eta|\cot\frac\theta2$. The condition $N\sin\frac\theta2>|\eta|$ reads $N>\lambda_{\rm cl}/\cos\frac\theta2$. The retained terms must contain the partial waves that carry the scattering into $\theta$; removing boundary terms cannot supply them.

This part has shown that each pass removes exactly one boundary term and, at fixed angle and leading order in $1/N$, multiplies the truncation error by the factor $\gamma_m$ of (16). What remains is the algorithm and its cost, the worked example, the stability against input and rounding errors, the failure modes, and the checks for an implementation.
